# Why Rhenium Donates and Niobium Accepts Electrons in MoS2: a numerical check

```python
"""Why Re is a donor and Nb an acceptor on the Mo site of 2H-MoS2.
Result under test: the host has one filled metal d band (N levels, 2N electrons
for N metal sites). A dopant of relative core charge Q (+1 Re, -1 Nb) gives
2N+Q electrons, while levels N and N+1 stay separated by a gap. So Re has one
electron above the gap and Nb one hole below it.
Symbols: e1,e2 site energies of z2 and (xy,x2-y2); t.. hoppings (eV); a lattice
constant (nm); r0 screening length (nm); kappa mean permittivity outside.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigvalsh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import struve, y0
from pyscf.data.elements import charge

# ---------- valence-electron count ----------
core = {"Nb": 36, "Mo": 36, "Re": 54 + 14, "S": 10}   # closed shells removed
valence = {x: charge(x) - core[x] for x in core}
sulfur_band_electrons = 2 * 2 * (1 + 3)               # two S, spin, s and p
d_count = {x: valence[x] + 2 * valence["S"] - sulfur_band_electrons
           for x in ("Nb", "Mo", "Re")}
assert d_count["Mo"] == 2
for x in d_count:
    print(f"{x}: valence electrons {valence[x]}, left for d bands {d_count[x]}")
Q = {x: d_count[x] - d_count["Mo"] for x in ("Nb", "Re")}

# ---------- crystal field of the trigonal prism ----------
a, half_height = 0.316, 0.157                         # nm, rough geometry
theta = np.arctan2(a / np.sqrt(3), half_height)
field = np.zeros((5, 5))
for phi in np.array([0, 2, 4]) * np.pi / 3:
    for sign in (1, -1):
        x, y = np.sin(theta) * np.cos(phi), np.sin(theta) * np.sin(phi)
        z = sign * np.cos(theta)
        d = np.array([(3*z*z - 1)/2, np.sqrt(3)*x*y, np.sqrt(3)*(x*x - y*y)/2,
                      np.sqrt(3)*x*z, np.sqrt(3)*y*z])
        field += np.outer(d, d)
s2, c2 = np.sin(theta)**2, np.cos(theta)**2
a1p, ep, epp = 1.5*(3*c2 - 1)**2, 2.25*s2**2, 9*s2*c2
assert np.allclose(eigvalsh(field), sorted([a1p, ep, ep, epp, epp]), atol=1e-12)
assert a1p < ep < epp
print(f"ligand polar angle {np.degrees(theta):.1f} degrees")
print(f"crystal field a1' {a1p:.3f}, e' {ep:.3f}, e'' {epp:.3f} e_sigma")

# ---------- three-orbital host bands ----------
e1, e2 = 1.05, 2.10
t0, t1, t2, t11, t12, t22 = -0.20, 0.40, 0.50, 0.22, 0.33, 0.06
print(f"site energies e1 {e1:.2f}, e2 {e2:.2f} eV")
print(f"hoppings t0 {t0:.2f}, t1 {t1:.2f}, t2 {t2:.2f} eV")
print(f"hoppings t11 {t11:.2f}, t12 {t12:.2f}, t22 {t22:.2f} eV")
site = np.diag([e1, e2, e2])
first_hop = np.array([[t0, t1, t2], [-t1, t11, t12], [t2, -t12, t22]])
steps = [(1, 0), (0, 1), (-1, -1)]
basis = a * np.array([[1, 0], [-0.5, np.sqrt(3)/2]])
hops = []
for turn in range(3):                                 # rotate bond and orbitals
    g = 2 * turn * 2 * np.pi / 3
    D = np.array([[1, 0, 0], [0, np.cos(g), np.sin(g)],
                  [0, -np.sin(g), np.cos(g)]])
    hops.append(D @ first_hop @ D.T)


def bloch(k):
    H = site.astype(complex)
    for n, hop in zip(steps, hops):
        phase = np.exp(1j * np.dot(k, np.array(n) @ basis))
        H = H + hop * phase + hop.T * np.conj(phase)
    return H


K = np.array([4 * np.pi / (3 * a), 0.0])
recip = 2 * np.pi * np.linalg.inv(basis).T
mesh = [bloch(np.array([i, j]) / 36 @ recip)
        for i in range(36) for j in range(36)]
bands, states = np.linalg.eigh(np.array(mesh))
Ec = e1 - 3 * t0
Ev = e2 - 1.5 * (t11 + t22) - 3 * np.sqrt(3) * t12
assert abs(bands[:, 0].max() - Ev) < 1e-9
assert abs(bands[:, 1].min() - Ec) < 1e-9
wK = abs(np.linalg.eigh(bloch(K))[1][0])**2
EG, vG = np.linalg.eigh(bloch(np.zeros(2)))
assert wK[0] < 1e-9 and wK[1] > 1 - 1e-9 and abs(vG[0, 0])**2 > 1 - 1e-9
gap = Ec - Ev
print(f"valence edge at K {Ev:.3f} eV, conduction edge at K {Ec:.3f} eV")
print(f"band gap {gap:.3f} eV; valence top at Gamma {EG[0]:.3f} eV")
print(f"z2 weight at K: valence {wK[0]:.2f}, conduction {wK[1]:.2f}")
print(f"z2 weight at Gamma, valence {abs(vG[0, 0])**2:.2f}")
print(f"z2 weight, mean over valence band {np.mean(abs(states[:, 0, 0])**2):.2f}")

hbar2_me = const.hbar**2 / const.m_e / const.e * 1e18  # eV nm^2
dk = 0.02
curv = []
for u in np.eye(2):
    E = [eigvalsh(bloch(K + s * dk * u))[1] for s in (-1, 0, 1)]
    curv.append((E[0] - 2 * E[1] + E[2]) / dk**2)
assert abs(curv[0] / curv[1] - 1) < 0.02
mass = hbar2_me / np.mean(curv)
print(f"conduction mass at K {mass:.3f} electron masses")

# ---------- screened potential of the core charge ----------
r0, kappa = 4.0, 2.5
coul = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # eV nm


def screened(r):
    x = kappa * r / r0
    return coul * np.pi / (2 * r0) * (struve(0, x) - y0(x))


cell_area = a * a * np.sqrt(3) / 2
disc = np.sqrt(cell_area / np.pi)
W_centre = quad(lambda r: 2 * r * screened(r) / disc**2, 0, disc)[0]
print(f"screening length {r0:.1f} nm, outside permittivity {kappa:.1f}")
print(f"screened potential: centre {W_centre:.2f}, neighbour {screened(a):.2f} eV")


def supercell(L):
    """Host matrix and potential W on an L x L cell, dopant at site 0."""
    N = L * L
    H = np.zeros((N, 3, N, 3))
    dist = np.zeros(N)
    for i in range(L):
        for j in range(L):
            s = i * L + j
            H[s, :, s, :] += site
            for (p, q), hop in zip(steps, hops):
                n = ((i + p) % L) * L + (j + q) % L
                H[s, :, n, :] += hop
                H[n, :, s, :] += hop.T
            dist[s] = min(np.linalg.norm(np.array([i - L*p, j - L*q]) @ basis)
                          for p in (0, 1) for q in (0, 1))
            for p, q in ((-1, 0), (0, -1), (-1, 1), (1, -1), (2, 1), (1, 2)):
                dist[s] = min(dist[s], np.linalg.norm(
                    np.array([i - L*p, j - L*q]) @ basis))
    W = np.full(N, W_centre)
    W[1:] = screened(dist[1:])
    return H.reshape(3 * N, 3 * N), W, dist


def doped(H, W, charge_q, shift=0.0, scale=1.0):
    V = -charge_q * W
    V[0] += shift
    return H + scale * np.diag(np.repeat(V, 3))


# ---------- do levels N and N+1 stay apart? ----------
H12, W12, _ = supercell(12)
N12 = 144
host = eigvalsh(H12)
assert abs(host[N12 - 1] - Ev) < 1e-8 and abs(host[N12] - Ec) < 1e-8
for name in ("Re", "Nb"):
    smallest = gap
    for shift in (-0.5, 0.0, 0.5):
        for scale in np.linspace(0.2, 1, 5):
            E = eigvalsh(doped(H12, W12, Q[name], shift, scale))
            smallest = min(smallest, E[N12] - E[N12 - 1])
    assert smallest > 0.2
    print(f"{name}: smallest gap N to N+1, shifts to 0.5 eV: {smallest:.2f} eV")
strong_shift = -8.0
E = eigvalsh(doped(H12, W12, Q["Re"], strong_shift))
extra = int(np.sum(E < (Ec + Ev) / 2)) - N12
assert extra >= 1                                      # counting rule then fails
print(f"Re with {strong_shift:.0f} eV shift: extra levels below midgap {extra}")

# ---------- defect levels ----------
result = {}
for L in (18, 24):
    H, W, dist = supercell(L)
    N = L * L
    for name in ("Re", "Nb"):
        E, v = eigh(doped(H, W, Q[name]), subset_by_index=[N - 1, N + 1])
        index = 1 if name == "Re" else 0
        orb = (v[:, index]**2).reshape(N, 3)
        rho = orb.sum(axis=1)
        result[name, L] = dict(E=E, z2=orb[:, 0].sum(),
                               rms=np.sqrt(rho @ dist**2),
                               near=rho[dist < 1.0].sum(),
                               even=np.mean(dist < 1.0))
re, nb = result["Re", 24], result["Nb", 24]
donor_depth, acceptor_depth = Ec - re["E"][1], nb["E"][0] - Ev
assert abs(re["E"][1] - result["Re", 18]["E"][1]) < 0.02
assert abs(nb["E"][0] - result["Nb", 18]["E"][0]) < 0.02
assert 0 < donor_depth < gap / 2 and 0 < acceptor_depth < gap / 2
for name, r, depth in (("Re", re, donor_depth), ("Nb", nb, acceptor_depth)):
    assert r["near"] > 3 * r["even"]                   # bound, not extended
    kind = "below conduction" if name == "Re" else "above valence"
    print(f"{name} level {depth:.3f} eV {kind} edge")
    print(f"{name} state: rms radius {r['rms']:.2f} nm, z2 weight {r['z2']:.2f}")
    print(f"{name} state: share within 1 nm {r['near']:.2f}, if even {r['even']:.2f}")
for name, index in (("Re", 1), ("Nb", 0)):
    base = result[name, 24]["E"][index]
    HH, WW, _ = supercell(18)
    moved = [eigh(doped(HH, WW, Q[name], s), eigvals_only=True,
                  subset_by_index=[323, 324])[index] for s in (-0.5, 0.5)]
    edge = Ec if name == "Re" else Ev
    print(f"{name} depth, centre shift -0.5 / +0.5 eV: "
          f"{abs(moved[0]-edge):.3f} / {abs(moved[1]-edge):.3f} eV")


# ---------- effective-mass donor by a radial equation ----------
def radial_ground(potential, m, h=0.005, R=14.0):
    r = (np.arange(int(R / h)) + 0.5) * h
    t = hbar2_me / (2 * m * h * h)
    off = -t * (r[:-1] + h / 2) / np.sqrt(r[:-1] * r[1:])
    return eigh_tridiagonal(2 * t + potential(r), off, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


rydberg = const.value("Rydberg constant times hc in eV")
eps_test = 10.0
flat = radial_ground(lambda r: -coul / (eps_test * r), mass)
assert abs(flat / (-4 * rydberg * mass / eps_test**2) - 1) < 0.01
continuum = -radial_ground(lambda r: -screened(r), mass)
pair_depth = Ec - np.mean(re["E"][1:3])
# 30 %: central cell and non-parabolic band are absent from the radial model
assert abs(pair_depth / continuum - 1) < 0.30
valley_split = re["E"][2] - re["E"][1]
print(f"donor depth: valley-pair mean {pair_depth:.3f} eV, "
      f"effective mass {continuum:.3f} eV")
print(f"splitting of the donor valley pair {valley_split:.3f} eV")

# ---------- ionized fraction of Re ----------
T, fraction = 300.0, 1e-3
kT = const.k * T / const.e
Nd = fraction / cell_area * 1e14                       # cm^-2
Nc = 4 * mass * kT / (2 * np.pi * hbar2_me) * 1e14
g = 2 * (1 + np.exp(-valley_split / kT))
A = Nc / g * np.exp(-donor_depth / kT)
n_simple = 2 * A * Nd / (A + np.sqrt(A * A + 4 * A * Nd))


def imbalance(mu):
    n = Nc * np.log1p(np.exp(mu / kT))
    ionized = Nd / (1 + g * np.exp((mu + donor_depth) / kT))
    return np.log(n / ionized)


mu = brentq(imbalance, -1.2, 0.2)
n_full = Nc * np.log1p(np.exp(mu / kT))
assert abs(n_simple / n_full - 1) < 0.02
print(f"temperature {T:.0f} K, kT {kT:.4f} eV, doped sites {100*fraction:.1f} %")
print(f"Re density {Nd:.2e} cm^-2, band density N_c {Nc:.2e} cm^-2")
print(f"donor degeneracy factor g {g:.2f}")
print(f"free electrons {n_full:.2e} cm^-2, ionized {100*n_full/Nd:.2f} %")

# ---------- sizes of neglected effects ----------
soc = 0.075                                            # eV, rough
Lz = np.array([[0, 0, 0], [0, 0, 2j], [0, -2j, 0]])
top = [eigvalsh(bloch(K) + s * soc / 2 * Lz)[0] for s in (-1, 1)]
assert abs(abs(top[0] - top[1]) - 2 * soc) < 1e-9
print(f"valence spin-orbit splitting at K {abs(top[0]-top[1]):.3f} eV")
print(f"donor spacing radius {1e7/np.sqrt(np.pi*Nd):.1f} nm")
eps_bulk = 10.0
print(f"thick film, isotropic permittivity {eps_bulk:.0f}: "
      f"donor depth {rydberg*mass/eps_bulk**2:.3f} eV")
print("all good")
```

Running it gives:

```
Nb: valence electrons 5, left for d bands 1
Mo: valence electrons 6, left for d bands 2
Re: valence electrons 7, left for d bands 3
ligand polar angle 49.3 degrees
crystal field a1' 0.115, e' 0.743, e'' 2.200 e_sigma
site energies e1 1.05, e2 2.10 eV
hoppings t0 -0.20, t1 0.40, t2 0.50 eV
hoppings t11 0.22, t12 0.33, t22 0.06 eV
valence edge at K -0.035 eV, conduction edge at K 1.650 eV
band gap 1.685 eV; valence top at Gamma -0.150 eV
z2 weight at K: valence 0.00, conduction 1.00
z2 weight at Gamma, valence 1.00
z2 weight, mean over valence band 0.54
conduction mass at K 0.489 electron masses
screening length 4.0 nm, outside permittivity 2.5
screened potential: centre 1.06, neighbour 0.69 eV
Re: smallest gap N to N+1, shifts to 0.5 eV: 1.51 eV
Nb: smallest gap N to N+1, shifts to 0.5 eV: 1.27 eV
Re with -8 eV shift: extra levels below midgap 3
Re level 0.409 eV below conduction edge
Re state: rms radius 0.81 nm, z2 weight 0.86
Re state: share within 1 nm 0.81, if even 0.06
Nb level 0.534 eV above valence edge
Nb state: rms radius 0.32 nm, z2 weight 0.76
Nb state: share within 1 nm 1.00, if even 0.06
Re depth, centre shift -0.5 / +0.5 eV: 0.468 / 0.386 eV
Nb depth, centre shift -0.5 / +0.5 eV: 0.419 / 0.724 eV
donor depth: valley-pair mean 0.397 eV, effective mass 0.404 eV
splitting of the donor valley pair 0.023 eV
temperature 300 K, kT 0.0259 eV, doped sites 0.1 %
Re density 1.16e+12 cm^-2, band density N_c 1.06e+13 cm^-2
donor degeneracy factor g 2.82
free electrons 7.67e+08 cm^-2, ionized 0.07 %
valence spin-orbit splitting at K 0.150 eV
donor spacing radius 5.2 nm
thick film, isotropic permittivity 10: donor depth 0.067 eV
all good
```
